# On-axis flux from an ideal effusion orifice onto a substrate, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the gas in the cell to the flux on the axis

### 1. The decision that hangs on the result

Suppose a film is to grow at a given rate from atoms that leave a heated cell through a small hole. Someone has to choose the cell temperature, the size of the hole and the distance to the substrate. The calculation turns a vapour pressure into a number of atoms arriving per unit area and time, and a wrong numerical factor goes straight into the growth rate. If the escaping atoms are spread evenly over a full sphere, the predicted flux on the axis is four times too small. If they are spread evenly over the forward hemisphere, it is two times too small. The correct far-field result is

\[
J_0=\frac{pA}{\pi L^2\sqrt{2\pi mkT}} .
\]

Here \(p\) and \(T\) are the pressure and temperature of the gas in the cell, \(m\) is the mass of one atom, \(k\) is the Boltzmann constant, \(A\) is the area of the orifice and \(L\) is the distance from the orifice to the substrate. The flux \(J_0\) counts atoms per unit area and time arriving at a small substrate on the axis, with its normal along the axis.

Two questions accompany the formula: how small the orifice must be compared with \(L\), and which pressure \(p\) means. The first is answered in this half, the second in the other.

### 2. The ideal cell

The derivation rests on these assumptions.

1. The gas is dilute and monatomic, and has the Maxwell velocity distribution at temperature \(T\) right up to the orifice.
2. The lid that carries the orifice has negligible thickness, so an atom that enters the opening leaves the cell without touching a wall.
3. Atoms do not collide in the orifice or on the way to the substrate.
4. No gas enters the cell from outside.
5. For \(J_0\) itself, the orifice is small compared with \(L\). Section 7 removes this assumption.

The \(z\) axis is normal to the lid and points out of the cell. The density of atoms in position and velocity space is

\[
f(\mathbf v)=n\left(\frac{m}{2\pi kT}\right)^{3/2}
\exp\!\left(-\frac{m v^2}{2kT}\right),
\]

where \(n\) is the number of atoms per unit volume. The prefactor makes the integral of \(f\) over all velocities equal to \(n\), because each of the three velocity components contributes a factor \(\sqrt{2\pi kT/m}\).

The pressure follows from the same distribution. Atoms moving towards a wall bring momentum to it, and atoms moving away carry opposite momentum from it. Both contribute a push of the same sign, so the pressure is

\[
p=\int m v_z^2 f\,d^3v=nm\langle v_z^2\rangle=nkT ,
\]

with the integral over all velocities. The last step uses the variance \(kT/m\) of one component of a Maxwell velocity.

### 3. The rate at which atoms reach the opening

Take a small area \(dA\) in the plane of the lid and a short time \(\tau\). Atoms with velocity near \(\mathbf v\) and \(v_z>0\) cross \(dA\) during this time if they start inside a slanted cylinder with base \(dA\) and side \(\mathbf v\tau\). Its height is \(v_z\tau\), so its volume is \(v_z\tau\,dA\), and it contains \(f\,d^3v\,v_z\tau\,dA\) such atoms. Dividing by \(\tau\,dA\) and adding up all outward velocities gives the impact rate per unit area,

\[
\Gamma=\int_{v_z>0}v_z f(\mathbf v)\,d^3v .
\]

The factor \(v_z\) means that fast atoms are over-represented among those that cross, since they can come from farther away in the same time.

The integral separates. Each of the two transverse components gives

\[
\int_{-\infty}^{\infty}e^{-mv_x^2/2kT}\,dv_x=\sqrt{\frac{2\pi kT}{m}} ,
\]

and the normal component gives

\[
\int_0^\infty v_z e^{-mv_z^2/2kT}\,dv_z
=\left[-\frac{kT}{m}e^{-mv_z^2/2kT}\right]_0^\infty=\frac{kT}{m}.
\]

Together,

\[
\Gamma=n\left(\frac{m}{2\pi kT}\right)^{3/2}\frac{2\pi kT}{m}\,\frac{kT}{m}
=n\left(\frac{m}{2\pi kT}\right)^{1/2}\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}} .
\]

Substituting \(n=p/kT\) yields

\[
\Gamma=\frac{p}{\sqrt{2\pi mkT}} .
\]

The mean speed gives a second form, which the next section needs. In spherical velocity coordinates,

\[
n\langle v\rangle=4\pi\int_0^\infty v^3 f(v)\,dv .
\]

With \(\int_0^\infty v^3e^{-mv^2/2kT}dv=2(kT/m)^2\), this becomes

\[
\langle v\rangle=8\pi\left(\frac{m}{2\pi kT}\right)^{3/2}\left(\frac{kT}{m}\right)^2
=\sqrt{\frac{8kT}{\pi m}} .
\]

One quarter of \(n\langle v\rangle\) is \(n\sqrt{8kT/16\pi m}=n\sqrt{kT/2\pi m}\), so \(\Gamma=n\langle v\rangle/4\). One factor of one half appears because half of the atoms move towards the lid. The other is the average of \(\cos\theta\) over the forward hemisphere.

In the opening itself the density is \(n/2\), not \(n\), because atoms moving inwards are absent there. The outward half of the distribution is unchanged by assumption 1, so \(\Gamma\) remains correct.

### 4. How the escaping atoms are spread over direction

Let \(\theta\) be the angle between an atom's velocity and the \(z\) axis. Then \(v_z=v\cos\theta\) and \(d^3v=v^2\,dv\,d\Omega\), where \(d\Omega\) is an element of solid angle. The rate per unit orifice area and unit solid angle is

\[
\frac{d\Gamma}{d\Omega}=\cos\theta\int_0^\infty v^3f(v)\,dv .
\]

The integral equals \(n\langle v\rangle/4\pi\), as shown above, and \(n\langle v\rangle=4\Gamma\). Therefore

\[
\frac{d\Gamma}{d\Omega}=\frac{\Gamma\cos\theta}{\pi} .
\]

This is the cosine law. The gas in the cell has no preferred direction. The cosine arises because an opening viewed at angle \(\theta\) presents the projected area \(A\cos\theta\).

The factor \(\pi\) can be checked by adding up all outward directions:

\[
\int\cos\theta\,d\Omega
=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=2\pi\cdot\frac12=\pi .
\]

The total is thus \(\Gamma\), as it must be. The solid angle of the hemisphere is \(2\pi\), but its cosine-weighted value is \(\pi\). This is why the intensity straight ahead is twice what an even spread over the hemisphere would give.

### 5. The flux on the substrate

Consider a substrate element of area \(dS\) at distance \(r\) from an orifice element \(dA\). Let \(\theta_s\) be the angle between the substrate normal and the line joining the two elements. Seen from the orifice, \(dS\) has the projected area \(\cos\theta_s\,dS\) and fills the solid angle

\[
d\Omega=\frac{\cos\theta_s\,dS}{r^2} .
\]

The number of atoms passing from \(dA\) to \(dS\) per unit time is \((\Gamma\cos\theta/\pi)\,dA\,d\Omega\). Division by \(dS\) gives the contribution of \(dA\) to the incident flux:

\[
dJ=\frac{\Gamma\cos\theta\cos\theta_s}{\pi r^2}\,dA .
\]

The two cosines have different origins. The first is the projected area of the source, the second that of the receiver.

On the axis of a small orifice, with the substrate normal along the axis, \(\theta=\theta_s=0\) and \(r=L\) for every element \(dA\). The integral over the orifice then multiplies by \(A\):

\[
J_0=\frac{\Gamma A}{\pi L^2}
=\frac{pA}{\pi L^2\sqrt{2\pi mkT}} .
\]

The ratio \(A/L^2\) has no dimension, so \(J_0\) has the dimension of \(\Gamma\), which is atoms per area and time. If a small substrate at the same place is turned so that its normal makes an angle \(\theta_s\) with the axis, the flux becomes \(J_0\cos\theta_s\).

The temperature dependence depends on what is held fixed. At fixed pressure \(J_0\propto T^{-1/2}\), since a hotter gas at the same pressure is thinner. At fixed density \(J_0\propto T^{1/2}\), since the atoms move faster. Over a melt neither is fixed, and the vapour pressure dominates the dependence, as section 13 shows.

### 6. Numbers for a gallium cell

The example is a gallium cell for the growth of GaAs, with rough typical values: \(T=1200\) K, \(p=1.0\times10^{-3}\) Torr \(=0.1333\) Pa in the cell, a circular orifice of radius \(R=4.0\) mm, and \(L=100\) mm. The atomic mass is \(m=1.158\times10^{-25}\) kg, and \(kT=1.657\times10^{-20}\) J. The denominator of the impact rate is

\[
\sqrt{2\pi mkT}=1.098\times10^{-22}\ \mathrm{kg\,m/s},
\]

so that

\[
\Gamma=\frac{0.1333}{1.098\times10^{-22}}
=1.214\times10^{21}\ \mathrm{m^{-2}\,s^{-1}} .
\]

For a circular orifice \(A=\pi R^2\), which is \(50.27\ \mathrm{mm^2}\) here. The geometric factor is

\[
\frac{A}{\pi L^2}=\frac{R^2}{L^2}=\left(\frac{4}{100}\right)^2=1.60\times10^{-3} .
\]

The flux on the axis is the product,

\[
J_0=1.943\times10^{18}\ \mathrm{m^{-2}\,s^{-1}}
=1.943\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}} .
\]

The cell as a whole loses \(\Gamma A=6.10\times10^{16}\) atoms per second. The four figures serve to follow the arithmetic. The rough inputs do not determine the flux of a real cell so closely.

### 7. An orifice of finite size

When the orifice is not small, its elements lie at different distances and angles from the substrate point. An element at distance \(\rho\) from the axis has \(r^2=L^2+\rho^2\). The lid and the substrate are parallel, so both cosines equal \(L/r\), and

\[
J=\frac{\Gamma}{\pi}\int\frac{L^2}{(L^2+\rho^2)^2}\,dA .
\]

For a disc, \(dA=2\pi\rho\,d\rho\). With \(u=L^2+\rho^2\) and \(du=2\rho\,d\rho\),

\[
J=\Gamma L^2\int_{L^2}^{L^2+R^2}\frac{du}{u^2}
=\Gamma L^2\left(\frac1{L^2}-\frac1{L^2+R^2}\right)
=\Gamma\,\frac{R^2}{R^2+L^2} .
\]

Since \(J_0=\Gamma R^2/L^2\) for the disc,

\[
\frac{J}{J_0}=\frac{1}{1+R^2/L^2},\qquad
\frac{J_0}{J}-1=\frac{R^2}{L^2} .
\]

The far-field formula is too high, relative to the disc result, by the fraction \(R^2/L^2\). This is 1 per cent at \(L=10R\) and 0.16 per cent in the example, where \(J=1.940\times10^{18}\ \mathrm{m^{-2}\,s^{-1}}\). Very close to the opening the disc result tends to \(\Gamma\), as it should, while \(J_0\) grows without limit and exceeds \(\Gamma\) once \(L<R\).

For another shape, let \(\rho_m\) be the greatest distance of any orifice point from the axis. The integrand lies between its values at \(\rho_m\) and at zero, so

\[
\frac{J_0}{(1+\rho_m^2/L^2)^2}\le J\le J_0 .
\]

Far away, the shape therefore matters through the area alone.

### 8. The same flux seen from the substrate

A second derivation starts at the receiving end and uses neither the cosine law nor the solid angle of the substrate. During free flight an atom keeps its velocity and its position shifts by \(\mathbf v\tau\). This shears a small cell of position and velocity space without changing its volume, so \(f\) stays constant along a trajectory.

At the substrate point, \(f\) therefore has its full Maxwell value for velocities that trace back through the orifice, and is zero for all others. Let \(u\) be the transverse speed. The flight time is \(L/v_z\), so tracing back gives the transverse distance \(uL/v_z\), which must be less than \(R\). The flux is

\[
J=n\left(\frac{m}{2\pi kT}\right)^{3/2}\!\int_0^\infty\! dv_z\,v_z e^{-mv_z^2/2kT}
\int_0^{v_zR/L}\!2\pi u\,e^{-mu^2/2kT}\,du .
\]

The inner integral is \((2\pi kT/m)\left(1-e^{-mv_z^2R^2/2kTL^2}\right)\). The outer integral then contains two terms of the type met in section 3, the second with \(v_z^2\) multiplied by \(1+R^2/L^2\) in the exponent:

\[
\frac{kT}{m}\left(1-\frac{1}{1+R^2/L^2}\right)
=\frac{kT}{m}\,\frac{R^2}{R^2+L^2} .
\]

The remaining factors are those of \(\Gamma\), so \(J=\Gamma R^2/(R^2+L^2)\), as before. In this view the flux falls with distance because the orifice fills a smaller part of the directions from which atoms can come. Numerical integration of the double integral for the example gives \(1.9400\times10^{18}\ \mathrm{m^{-2}\,s^{-1}}\), in agreement with the closed form.

## Second half: the whole substrate, and what the ideal cell leaves out

### 9. Symbols and results carried over

The cell holds gas at pressure \(p\), temperature \(T\) and density \(n=p/kT\), made of atoms of mass \(m\). The orifice has area \(A\), with radius \(R\) if it is a disc, and the substrate is at distance \(L\). The first half gave

\[
\Gamma=\frac{p}{\sqrt{2\pi mkT}},\qquad
J_0=\frac{\Gamma A}{\pi L^2},\qquad
J=\Gamma\frac{R^2}{R^2+L^2} .
\]

These are the impact rate per unit area, the far-field flux on the axis, and the flux on the axis of a disc at any distance. An orifice element \(dA\) contributes \(dJ=\Gamma\cos\theta\cos\theta_s\,dA/\pi r^2\) at distance \(r\), where \(\theta\) and \(\theta_s\) are measured from the normals of the lid and the substrate. In the example \(T=1200\) K, \(p=10^{-3}\) Torr, \(R=4\) mm, \(L=100\) mm and \(J_0=1.943\times10^{18}\ \mathrm{m^{-2}\,s^{-1}}\).

### 10. Flux away from the axis

Let the substrate lie in a plane parallel to the lid, and take a point at lateral distance \(x\) from the axis. For a small orifice \(r^2=L^2+x^2\), and both cosines equal \(L/r\). Hence

\[
J(x)=\frac{\Gamma A}{\pi}\frac{L^2}{(L^2+x^2)^2}
=\frac{J_0}{(1+x^2/L^2)^2}=J_0\cos^4\theta .
\]

Two of the four cosines come from the projected areas of source and receiver. The other two come from the longer path, since \(1/r^2=\cos^2\theta/L^2\).

At the edge of a wafer of radius 25 mm, centred on the axis of the example,

\[
\frac{J(25\ \mathrm{mm})}{J_0}=\frac1{(1+0.25^2)^2}=0.886 .
\]

With an ideal cell, the edge receives about 11 per cent less than the centre. Turning the wafer about this axis does not help, because the flux pattern already has the symmetry of the rotation.

The number arriving per unit time within a disc of radius \(b\) on the substrate plane follows with \(q=x^2/L^2\), for which \(2\pi x\,dx=\pi L^2\,dq\):

\[
\int_0^b J(x)\,2\pi x\,dx
=\Gamma A\int_0^{b^2/L^2}\frac{dq}{(1+q)^2}
=\Gamma A\,\frac{b^2}{L^2+b^2} .
\]

As \(b\) grows without limit this tends to \(\Gamma A\), so every atom that leaves the orifice is accounted for. The factor \(\pi\) in \(J_0\) is what makes this balance close.

### 11. A count of atoms that start inside the cell

The combined result can be tested without assuming the impact rate or the cosine law. Eight million atoms were placed at random in a box behind the lid, with random Maxwell velocities, and moved in straight lines. Lengths were measured in orifice radii and velocities in units of \(\sqrt{kT/m}\). The box was 1.2 deep and 4.4 wide in both lateral directions, the time window was 0.2, the substrate plane stood at distance 10, and the receiving patch on it had radius 2.

In these units \(\Gamma=n/\sqrt{2\pi}\), and the orifice area is \(\pi\). The expected number passing the orifice is

\[
\frac{8\times10^6}{4.4^2\times1.2}\times0.2\times\frac{\pi}{\sqrt{2\pi}}
\approx 86316 .
\]

The count was 85964, which is 0.4 per cent lower. The expected number on the patch is the fraction \(2^2/(10^2+2^2)\) of this, or 3320, and the count was 3206.

The second difference is 3.4 per cent, about twice the counting noise \(\sqrt{3320}\approx58\). A small part of it is systematic, because the expected number treats the orifice as a point. For \(R/L=0.1\) the finite disc lowers the flux at the centre of the patch by 1 per cent. The rest is of the size of the counting noise. The count on the patch cannot resolve corrections of a per cent, but it clearly excludes an error of a factor of two or four in the flux on the axis.

The flux from an ideal cell is now known on and off the axis, and a count of simulated atoms excludes an error of a factor of two or four on the axis. It remains to settle which pressure belongs in the formula, to estimate the effects of cell temperature, lid thickness and collisions, and to turn the flux into a growth rate.
